# The Euler Step Limit Set by Depolarization Fields in Ferroelectric Phase-Field Models

Anyone who starts a phase-field calculation of ferroelectric domains must choose a time step, and must know whether refining the grid will force a smaller one. For explicit diffusion the answer is a step proportional to the square of the grid spacing. A depolarization field recomputed from the polarization at every step adds a different limit: about twice the damping coefficient times the absolute background permittivity, whatever the spacing. This section derives that limit, the conditions under which it governs, and a scheme that removes it.

## Model and conventions

The polarization \(\mathbf P\) follows overdamped dynamics,
\[
\gamma\,\frac{\partial \mathbf P}{\partial t}=-\frac{\delta F}{\delta \mathbf P},\qquad
F=\int\Big[f(\mathbf P)+\frac g2|\nabla\mathbf P|^2+\frac{\epsilon_b}{2}|\mathbf E|^2\Big]dV, \tag{1}
\]
with local Landau energy \(f\), gradient coefficient \(g>0\) and damping \(\gamma\). Since \(\gamma\,\partial\mathbf P/\partial t\) is a field and \(\partial\mathbf P/\partial t\) a current density, \(\gamma\) has the dimension of a resistivity. The background permittivity \(\epsilon_b\) describes the response not contained in \(\mathbf P\). It is absolute: \(\epsilon_b=\kappa_b/4\pi\) in atomic units, where \(\epsilon_0=1/4\pi\). Written with \(\epsilon_b\), the equations have the same form in SI units, with \(\epsilon_b=\epsilon_0\kappa_b\).

There is no free charge, and the cell is periodic and short-circuited, so that
\[
\nabla\cdot(\epsilon_b\mathbf E+\mathbf P)=0,\qquad \mathbf E=-\nabla\varphi, \tag{2}
\]
with periodic \(\varphi\) and hence zero mean field. A constant applied field would add a constant force. It shifts the equilibrium, and with it the local curvature, but the form of the stability analysis stays the same.

The force contains \(\mathbf E\) without a factor one half. To see this, vary the last term of (1) and write \(\epsilon_b\,\delta\mathbf E=\delta\mathbf D-\delta\mathbf P\), where \(\mathbf D=\epsilon_b\mathbf E+\mathbf P\):
\[
\delta\!\int\frac{\epsilon_b}{2}|\mathbf E|^2dV=\int\mathbf E\cdot\delta\mathbf D\,dV-\int\mathbf E\cdot\delta\mathbf P\,dV=-\int\mathbf E\cdot\delta\mathbf P\,dV. \tag{3}
\]
The first integral vanishes on integration by parts, because \(\mathbf E\) is a gradient and \(\delta\mathbf D\) has no divergence. The equation of motion is therefore
\[
\gamma\,\frac{\partial\mathbf P}{\partial t}=-\frac{\partial f}{\partial\mathbf P}+g\nabla^2\mathbf P+\mathbf E[\mathbf P]. \tag{4}
\]

## The longitudinal stiffness

For a plane wave of wavevector \(\mathbf k\neq0\), \(\mathbf E_k=-i\mathbf k\varphi_k\). Inserting this in (2) gives \(\epsilon_bk^2\varphi_k+i\mathbf k\cdot\mathbf P_k=0\), so \(\varphi_k=-i\mathbf k\cdot\mathbf P_k/(\epsilon_bk^2)\) and
\[
\mathbf E_k=-\frac{1}{\epsilon_b}\,\hat{\mathbf k}(\hat{\mathbf k}\cdot\mathbf P_k). \tag{5}
\]
The operator \(\Pi=\hat{\mathbf k}\hat{\mathbf k}\) projects onto the longitudinal part. It depends on the direction of \(\mathbf k\) and not on its length, so every longitudinal wave meets the restoring stiffness \(1/\epsilon_b\), while transverse waves meet none. A parallel-plate capacitor shows the reason: the bound charge sheets at the ends of a polarized slab produce a field that does not depend on their separation.

By (5) the field energy is \(\int|\mathbf P_L|^2dV/(2\epsilon_b)\), with \(\mathbf P_L\) the longitudinal part. For a Gaussian packet polarized along \(z\), the amplitude \(\mathbf P_k\) depends only on \(k\), and the average of \(\hat k_z^2\) over directions predicts a longitudinal share of \(1/3\). Direct integration of the Coulomb energy of its bound charge gives 0.333333.

On a grid of spacing \(h\) in \(d\) dimensions, let \(G\) be the forward-difference gradient and take \(-G^{T}\), the backward difference, as divergence. A plane wave turns \(G\) into the vector
\[
D_j=\frac{e^{ik_jh}-1}{h},\qquad |D|^2=\sum_{j=1}^d\frac{4}{h^2}\sin^2\frac{k_jh}{2}\le\frac{4d}{h^2}. \tag{6}
\]
With \(\mathbf E=-G\varphi\), equation (2) becomes \(\epsilon_bG^TG\varphi=G^T\mathbf P\), hence
\[
\mathbf E=-\frac{1}{\epsilon_b}\Pi\mathbf P,\qquad \Pi=G(G^TG)^{+}G^T,\qquad \Pi_{ij}(\mathbf k)=\frac{D_iD_j^*}{|D|^2}. \tag{7}
\]
The superscript \(+\) denotes the inverse with the constant potential left out. Since \(\sum_jD_j^*D_j=|D|^2\), we have \(\Pi^2=\Pi\): the eigenvalues of \(\Pi\) are 0 and 1 on the grid as well, for any \(h\).

## From stiffness to time step

Let \(\mathbf P_0\) be a stable equilibrium of the grid equations. Linearizing (4) about it gives
\[
\gamma\,\frac{d\,\delta\mathbf P}{dt}=-H\,\delta\mathbf P,\qquad H=\mathcal A+g\,G^TG+\frac{1}{\epsilon_b}\Pi, \tag{8}
\]
where \(\mathcal A\) holds the matrix \(\partial^2f/\partial P_i\partial P_j\) at each node and \(G^TG\) acts on each component of \(\mathbf P\) separately. One explicit Euler step, with the field taken from the old polarization, gives
\[
\delta\mathbf P^{n+1}=\Big(1-\frac{\Delta t}{\gamma}H\Big)\delta\mathbf P^{n}. \tag{9}
\]
\(H\) is symmetric, so its eigenvectors evolve independently, each multiplied by \(1-\Delta t\,\lambda/\gamma\) per step. Stability of \(\mathbf P_0\) means \(\lambda>0\), which keeps the multiplier below \(1\). Keeping it above \(-1\) for all modes requires
\[
\Delta t<\Delta t_c=\frac{2\gamma}{\lambda_{\max}}. \tag{10}
\]

The three terms of \(H\) need not commute, but \(\lambda_{\max}\) can be bracketed. The largest eigenvalue of a sum of symmetric matrices does not exceed the sum of their largest eigenvalues. With \(a_{\max}\) the largest local curvature, (6) and (7) give
\[
\lambda_{\max}\le\frac1{\epsilon_b}+a_{\max}+\frac{4dg}{h^2}. \tag{11}
\]
For a lower bound, evaluate \(\mathbf u^TH\mathbf u\) for any unit vector \(\mathbf u\); the result cannot exceed \(\lambda_{\max}\). With an even number of nodes per side, choose the checkerboard wave \(k_jh=\pi\), for which \(D=-(2/h)(1,\dots,1)\), and polarize it along \((1,\dots,1)\). It is longitudinal and attains the maximum in (6). Its alternating signs are squared away in the local term, which leaves
\[
\lambda_{\max}\ge\frac1{\epsilon_b}+\bar a+\frac{4dg}{h^2},\qquad
\bar a=\frac1{dN}\sum_{\mathbf r}\sum_{i,j}\mathcal A_{ij}(\mathbf r), \tag{12}
\]
with \(N\) the number of nodes. In a uniform state with isotropic curvature \(\mathcal A_{ij}=a\,\delta_{ij}\), both bounds coincide on such an even grid (with an odd number of nodes per side the limit is somewhat larger), and
\[
\Delta t_c=\frac{2\gamma\epsilon_b}{1+\epsilon_ba+(h^*/h)^2},\qquad h^*=\sqrt{4dg\epsilon_b}. \tag{13}
\]

## When the limit is independent of the grid

Equation (13) contains two regimes. If \(\epsilon_b|a|\ll1\) and \(h\gg h^*\), the longitudinal stiffness dominates and
\[
\Delta t_c\simeq2\gamma\epsilon_b=\frac{\gamma\kappa_b}{2\pi}\quad\text{(last form in atomic units)}. \tag{14}
\]
A longitudinal error decays at the rate \(1/(\gamma\epsilon_b)\). A step longer than twice the decay time carries it past zero to a larger error of opposite sign. The longitudinal modes are then nearly degenerate, so long and short waves become unstable at almost the same step.

If \(h\ll h^*\) and the gradient term is also much larger than \(|a|\), the usual diffusion limit returns:
\[
\Delta t_c\simeq\frac{\gamma h^2}{2dg}. \tag{15}
\]
The independence of grid spacing is thus a property of the coarse side of \(h^*\). With spectral derivatives, \(|\mathbf k|^2\le d\pi^2/h^2\) replaces \(4d/h^2\) in the upper bound (11), which raises the gradient contribution there by a factor of \(\pi^2/4\approx2.5\).

The result is local. Far from equilibrium the curvature of \(f\) can exceed its value at \(\mathbf P_0\), and (10) does not guarantee a stable run from an arbitrary initial state. Nor does stability imply accuracy: near the limit the stiffest mode reverses sign at every step.

## A worked case

Take, in two dimensions,
\[
f=-\frac A2(P_x^2+P_y^2)+\frac B4(P_x^4+P_y^4)+\frac C2P_x^2P_y^2. \tag{16}
\]
For \(\mathbf P=(P_s,0)\), equilibrium requires \(P_s^2=A/B\). The curvatures are \(-A+3BP_s^2=2A\) along \(x\) and \(-A+CP_s^2\) along \(y\), and the mixed derivative \(2CP_xP_y\) vanishes. The choice \(C=3B\) makes both curvatures \(a=2A\), so that (13) applies.

The inputs are \(P_s=50\ \mu\mathrm{C/cm^2}\), susceptibility \(\chi=100\), \(\kappa_b=6\) and \(\gamma=1\ \Omega\,\mathrm{cm}\). Since \(a=1/(\epsilon_0\chi)\), we have \(\epsilon_ba=\kappa_b/\chi=0.06\). The gradient coefficient follows from the profile \(P=P_s\tanh(x/w)\) of a neutral wall. This has \(P''=-(2/w^2)P(1-P^2/P_s^2)\), while equilibrium requires \(gP''=-AP(1-P^2/P_s^2)\), so \(g=Aw^2/2\). With \(a=2A\) this gives
\[
\Big(\frac{h^*}{h}\Big)^2=\frac{4dg\epsilon_b}{h^2}=d\,\epsilon_ba\,\Big(\frac wh\Big)^2. \tag{17}
\]
The grid correction therefore grows with the square of the number of nodes per wall half-width. For \(w=1\) nm and \(d=2\) it is \(0.12\,(w/h)^2\), and \(h^*=0.35\) nm.

The depolarization limit is \(2\gamma\epsilon_b=1.06\) ps, or \(4.39\times10^4\) atomic units of time. At \(h=1\) nm, (13) gives \(1.0625/(1+0.06+0.12)=0.900\) ps. The table lists limits from numerical eigenvalues of \(H\) for the uniform state, with all other parameters fixed; the last column omits the field.

| \(h\) (nm) | \(\Delta t_c\) (ps) | \(\Delta t_c/2\gamma\epsilon_b\) | no field (ps) |
|---|---|---|---|
| 4 | 0.995 | 0.937 | 15.7 |
| 2 | 0.975 | 0.917 | 11.8 |
| 1 | 0.900 | 0.847 | 5.90 |
| 0.5 | 0.690 | 0.649 | 1.97 |
| 0.1 | 0.081 | 0.077 | 0.088 |
| 0.05 | 0.022 | 0.020 | 0.022 |

Between 4 and 1 nm the limit changes by a factor of 1.11, against 2.7 without the field. Between 0.1 and 0.05 nm it changes by 3.76, close to the factor 4 of (15). At \(h=0.5\) nm, with two nodes per wall half-width, the step is already 35% below \(2\gamma\epsilon_b\), so "about" has to be read generously on a grid that resolves the wall well. In three dimensions at \(h=1\) nm the gradient correction is 0.18, and the limit is \(1.0625/1.24=0.857\) ps.

These limits were also tested by running the nonlinear Euler scheme on \(8\times8\) nodes, starting from the uniform state plus random errors of about \(10^{-8}P_s\). At each spacing, a step 2% below (13) left a smaller error after 400 steps, and a step 2% above it amplified the error more than a thousandfold.

A state with two 180° walls tests the bracket where the curvature varies. Let \(P_y\) change sign along \(x\), on \(12\times12\) nodes with \(h=1\) nm. The relaxed state has \(\bar a=1.12A\) and \(a_{\max}=1.90A\). With \(\epsilon_bA=0.03\), (11) and (12) give
\[
\frac{1.0625}{1+0.12+0.057}=0.903\ \text{ps}\le\Delta t_c\le\frac{1.0625}{1+0.12+0.034}=0.921\ \text{ps}. \tag{18}
\]
The eigenvalue calculation gives 0.909 ps. This lies slightly above the uniform-state value because the local curvature is below \(2A\) everywhere: it drops in the walls, and in domains only 6 nm wide the polarization does not quite reach \(P_s\) between them. The limit is also sharp in practice. At 1.02 times the upper bound in (18) the stiffest mode grows by a factor of 1.067 per step, so a small error doubles in about 11 steps.

## Removing the limit

Only the depolarization term needs implicit treatment. Write \(\mathbf R(\mathbf P)\) for the right-hand side of (4), put \(s=\Delta t/(\gamma\epsilon_b)\), and advance by
\[
(1+s\Pi)(\mathbf P^{n+1}-\mathbf P^n)=\frac{\Delta t}{\gamma}\mathbf R(\mathbf P^n). \tag{19}
\]
No linear system beyond the Poisson equation arises, because \(\Pi^2=\Pi\) gives
\[
(1+s\Pi)\Big(1-\frac{s}{1+s}\Pi\Big)=1+\Big(s-\frac{s}{1+s}-\frac{s^2}{1+s}\Big)\Pi=1. \tag{20}
\]
Applied as written, the inverse needs a second projection per step, that is, a second Poisson solution. The two can be merged: with \(\mathbf R=\mathbf R_0-\Pi\mathbf P/\epsilon_b\), where \(\mathbf R_0\) is the force without the field, the change of \(\mathbf P\) is \((\Delta t/\gamma)\big[\mathbf R_0-\Pi(s\mathbf R_0+\mathbf P/\epsilon_b)/(1+s)\big]\), which contains a single projection. Steady states are unchanged, since \(\mathbf P^{n+1}=\mathbf P^n\) still means \(\mathbf R=0\).

In the uniform isotropic state, let \(b=a+g|D|^2\). A transverse mode has the multiplier \(1-\Delta t\,b/\gamma\). A longitudinal mode has
\[
1-\frac{\Delta t}{\gamma}\,\frac{1/\epsilon_b+b}{1+s}=\frac{1-\Delta t\,b/\gamma}{1+s}, \tag{21}
\]
which is smaller in magnitude. For \(d\ge2\) transverse checkerboard modes exist, and they set the new limit
\[
\Delta t_c^{\rm semi}=\frac{2\gamma}{a+4dg/h^2}. \tag{22}
\]
At \(h=2\) nm this is \(1.0625/(0.06+0.03)=11.8\) ps, a gain of 12 over the explicit step. Runs 2% below and above (22), with the same initial errors as before, decayed and grew respectively. Equation (22) is also the limit without any field, so the last column of the table shows what the scheme offers at each spacing: a factor of 6.6 at 1 nm, but only 1.08 at 0.1 nm, where the gradient term is the obstacle.

The larger step does not resolve the longitudinal transient, whose relaxation time here is \(\gamma\epsilon_b=0.53\) ps. It suits slow domain motion, in which the longitudinal polarization follows the rest, and its accuracy must be judged by reducing \(\Delta t\).

## The model beside a real ferroelectric

Apart from \(\gamma\), the parameters are round values in the rough regime of a displacive perovskite ferroelectric at room temperature. Real 180° walls are often narrower than assumed here, which by (17) lowers \(h^*\) but calls for a finer grid. Spacings below the unit-cell edge of about 0.4 nm refine the numerical solution but resolve nothing further in the crystal. The crossover \(h^*\) is close to this edge: 0.35 nm in two dimensions and 0.42 nm in three. This holds for the small background \(\kappa_b=6\). Since \(h^*\propto\sqrt{\kappa_b}\), a value \(\kappa_b=45\) with the same \(\chi\) and \(w\) gives \(h^*=0.95\) nm in two dimensions and \(\Delta t_c/2\gamma\epsilon_b=0.66\), 0.43 and 0.20 at \(h=4\), 1 and 0.5 nm; equation (13) must then be used in place of (14). The damping \(\gamma\) is an effective coefficient chosen for illustration, and the limit is proportional to it. It is much larger than lattice damping would give: an ionic mode of mass \(m\), charge \(q\) and damping rate \(\Gamma\) in a cell of volume \(V\) has \(\gamma=m\Gamma V/q^2\). For the mode described at the end of this section and \(\Gamma=10^{13}\ \mathrm{s^{-1}}\), this is \(1.7\times10^{-3}\ \Omega\,\mathrm{cm}\). The limit \(2\gamma\epsilon_b\) would then be about 2 fs, and inertia could no longer be neglected: with the stiffnesses used here, both the longitudinal and the transverse motion of this mode would be underdamped. Of the corrections to the stiffness estimated here, the largest comes from strain. For an elastic energy \(\tfrac12c(\eta-QP^2)^2\) with the strain \(\eta\) clamped at \(QP_s^2\), the added curvature is \(4cQ^2P_s^2\). Rough values \(c=150\) GPa and \(Q=0.09\ \mathrm{m^4/C^2}\) make it 0.065 of \(1/\epsilon_b\), which lowers the limit at 1 nm. The added curvature acts only along \(\mathbf P_s\), so in two dimensions half of it enters \(\bar a\), and (11) and (12) place the new limit between \(1.0625/1.245=0.85\) and \(1.0625/1.21=0.88\) ps, against 0.90 ps before. The semi-implicit limit suffers more, because there strain competes with \(a\) and not with \(1/\epsilon_b\). At \(h=2\) nm the limit is then set by a transverse wave polarized along \(\mathbf P_s\) and alternating across it, and falls from 11.8 to \(1.0625/(0.06+0.065+0.015)=7.6\) ps. Through the quartic term of \(f\), thermal fluctuations at 300 K in a volume of 1 nm³ shift the curvature by less than 0.01 of \(1/\epsilon_b\) (a Boltzmann average over both components lowers it by about 0.007; the term \(3B\langle\delta P^2\rangle\) alone, listed in the output, is only \(+0.001\)), and a leakage of \(10^{-9}\) S/cm adds a relative relaxation rate of \(10^{-9}\). The model also contains no electrical breakdown: a longitudinal polarization of \(1.6\ \mu\mathrm{C/cm^2}\) already produces 3 MV/cm, a rough breakdown field, and the full \(P_s\) would produce 94 MV/cm. Finally, the longitudinal relaxation in (4) is not lattice dynamics. An ionic mode of mass 15 u and charge 6 e in a cell of 0.064 nm³, restored by \(1/\epsilon_b\) alone and undamped, would oscillate with a period of about 0.06 ps, far shorter than the step permitted with the \(\gamma\) chosen here. The limit \(2\gamma\epsilon_b\) is a property of the overdamped model and its integration, not a measurable time of the crystal. The inputs and main results are listed in the numerical output below.

## Computed results

```
INPUTS (round model values)
spontaneous polarization 50 uC/cm2
susceptibility 100, background kappa_b 6
wall half-width 1.0 nm
damping gamma 1.0 ohm cm
DERIVED
background permittivity eps_b 5.3125e-11 F/m
longitudinal stiffness 1/eps_b 1.8823e+10 m/F
Landau coefficient A 5.6470e+08 m/F
uniform-state curvature a=2A 1.1294e+09 m/F
gradient coefficient g 2.8235e-10 m^3/F
energy well depth 0.220 eV/nm3
eps_b*a 0.0600
crossover spacing h* (2D) 0.346 nm
longitudinal share, Gaussian P 0.333333
2*gamma*eps_b 1.0625 ps = 4.3925e+04 a.u. of time
UNIFORM STATE, 2D: h nm | dt_crit ps | /(2 gamma eps_b) | no-depol ps
 4.00 | 0.9953 | 0.9368 | 15.7408
 2.00 | 0.9748 | 0.9174 | 11.8056
 1.00 | 0.9004 | 0.8475 | 5.9028
 0.50 | 0.6899 | 0.6494 | 1.9676
 0.10 | 0.0814 | 0.0766 | 0.0881
 0.05 | 0.0217 | 0.0204 | 0.0221
dt_crit ratio, h=4 to h=1 nm 1.105
dt_crit ratio, h=0.1 to h=0.05 nm 3.757
3D, h=1 nm: dt_crit 0.8569 ps
semi-implicit limit, h=2 nm 11.8056 ps
gain over explicit, h=2 nm 12.11
DOMAIN STATE, two 180-degree walls, 12 x 12 nodes, h=1 nm
mean curvature/A 1.1248, max 1.9000
lower bound on dt_crit 0.9027 ps
dt_crit from Hessian 0.9089 ps
upper bound on dt_crit 0.9209 ps
growth per step at 1.02*upper bound 1.0669, in 400 linear steps 1.8e+11
longitudinal share of stiffest mode 1.0000
NEGLECTED EFFECTS (rough inputs)
mode mass 15 u, charge 6 e, cell 0.064 nm3
inertia time/relaxation time 3.2e-04
undamped longitudinal phonon period 0.060 ps
model longitudinal relaxation time 0.531 ps
electrostriction Q 0.09 m4/C2, modulus 150 GPa
clamped strain stiffness*eps_b 0.065
leakage 1e-09 S/cm: rate ratio 1e-09
field of fully longitudinal P_s 94 MV/cm
breakdown 3 MV/cm reached at longitudinal P 1.59 uC/cm2
thermal P, 1 nm3, 300 K, no gradient 6.1 uC/cm2
its curvature shift*eps_b 1.3e-03
```
